\section*{Compressive stress from surface-stress contraction of islands locked to a substrate}

\section{Two stresses that move in opposite directions}

A hemispherical island with surface stress $1.5$ N/m becomes attached to its substrate at a radius of $2$ nm. At that moment its mean internal in-plane stress is $-1.5$ GPa, yet the substrate feels no in-plane load from it. When the island has grown to $6$ nm, the internal stress has weakened to $-0.63$ GPa, while the stress transmitted through the base has gone from zero to $-0.13$ GPa. The compression inside the island falls as the compressive stress transmitted through the base rises.

The internal stress contains the squeeze of the island's own surface, which needs no in-plane force from the substrate to balance it. The transmitted stress measures how far the attached lattice is from the spacing that an island of the present size would choose if it were free. In the model used here, this second quantity is the precoalescence film stress. It is derived below twice, first from energy and then from forces.

\section{Model and definitions}

The island is a hemisphere of radius $R$ and volume $V=2\pi R^3/3$ on the plane $z=0$. It is linearly elastic and isotropic, with Young modulus $E$, Poisson ratio $\nu$ ($0\le\nu<1/2$), shear modulus $\mu$ and bulk modulus $K=E/[3(1-2\nu)]$. Its biaxial modulus is $Y=E/(1-\nu)$. Displacements $\mathbf u$ are measured from the unstressed bulk crystal, and tension is positive.

The curved face carries an isotropic surface stress $f$ that does not depend on strain. The base has no surface stress of its own that acts on the island. The substrate is flat and rigid and holds the base in contact, so $u_z=0$ at $z=0$. A change in the substrate's own surface stress beneath the island would add a separate signal, which is not included.

Up to $R=R_{\rm ld}$ the base slides without friction. At $R_{\rm ld}$ it locks. Material added later continues the same crystal without defects, and each new part of the base attaches in registry with the locked spacing. At every later radius the in-plane base displacement is therefore
\begin{equation}
\mathbf u_\parallel=\varepsilon_{\rm ld}\,\mathbf x_\parallel ,\qquad \mathbf x_\parallel=(x,y,0),
\label{lock}
\end{equation}
with one fixed strain $\varepsilon_{\rm ld}$.

Let $\mathbf t$ be the force per area exerted by the substrate on the island. The transmitted stress is defined by
\begin{equation}
\sigma_s=\frac{1}{2V}\int_{\rm base}\mathbf t\cdot\mathbf x_\parallel\,dA .
\label{def}
\end{equation}
It is positive when the substrate pulls the island outward. This average sets the mean in-plane stress in the substrate. It also governs the bending of a thick substrate. The vertical forces under the islands add a bending smaller by a factor $L/H$, where $H$ is the substrate thickness. For the example below the length $L$ is about $7$ nm at $R=6$ nm, but it grows without bound as $R\to R_{\rm ld}$, where $\sigma_s$ vanishes, and is already about $120$ nm at $R=2.1$ nm. For $N$ islands per unit area on a substrate of thickness $H$ with free edges, the balance of force moments gives $H\langle\sigma_{xx}\rangle_{\rm sub}=-NV\sigma_s$. The position of each island drops out because the net in-plane force on it is zero. Compressed islands thus put the substrate in tension on average.

One auxiliary problem is needed in both derivations. Take an island with no surface stress, a free curved face, and base displacement $\mathbf u_\parallel=\Delta\,\mathbf x_\parallel$, $u_z=0$. Its minimum elastic energy is quadratic in $\Delta$. It is also proportional to $V$, because enlarging the body and its displacement by the same factor leaves the strains unchanged. Hence
\begin{equation}
W_{\min}=k\,Y\Delta^2V ,
\label{kdef}
\end{equation}
where $k$ depends on shape and $\nu$, but not on size. The trial field $u_r=\Delta r$, $u_z=-2\nu\Delta z/(1-\nu)$ has $\sigma_{rr}=\sigma_{\theta\theta}=Y\Delta$ and $\sigma_{zz}=0$, so its energy density is $\tfrac12(2Y\Delta^2)=Y\Delta^2$. A trial energy cannot lie below the minimum, so $k\le1$. Zero energy would require a rigid motion, which cannot satisfy the base condition for $\Delta\ne0$, so $k>0$. The factor $k$ measures how much of the mismatch survives when the upper part of the island is free to relax.

\section{First derivation: energy}

\subsection{Surface work as a volume integral}

For small displacements the surface work is $f$ times the change of area, $f\int\nabla_s\!\cdot\mathbf u\,dA$. Split $\mathbf u$ on the curved face into a tangential part and a normal part $u_n\mathbf n$. The tangential part integrates to a term along the contact line. For the normal part, $\nabla_s\!\cdot(u_n\mathbf n)=u_n\nabla_s\!\cdot\mathbf n=2u_n/R$, because the surface gradient of $u_n$ is perpendicular to $\mathbf n$. Thus
\begin{equation}
f\int\nabla_s\!\cdot\mathbf u\,dA=\frac{2f}{R}\int\mathbf u\cdot\mathbf n\,dA+f\oint\mathbf u\cdot\mathbf m\,dl .
\label{surfdiv}
\end{equation}
Here $\mathbf m$ is tangent to the face and points out of it across its edge. For a hemisphere $\mathbf m=-\hat{\mathbf z}$, and the line term vanishes because $u_z=0$ there. The base adds nothing to the flux of $\mathbf u$ for the same reason, so the divergence theorem gives
\begin{equation}
f\int\nabla_s\!\cdot\mathbf u\,dA=p\int\operatorname{tr}e\,dV,\qquad p=\frac{2f}{R},
\label{work}
\end{equation}
where $e$ is the strain tensor.

\subsection{Completing the square}

Let $w(e)=\tfrac12 e{:}C{:}e$ be the elastic energy density, with $C$ the stiffness tensor. The total energy is $\Pi=\int[w(e)+p\operatorname{tr}e]\,dV$. Choose a uniform strain $e_0=\varepsilon_{\rm eq}I$ whose stress is $-pI$. Since $C{:}e_0=3K\varepsilon_{\rm eq}I$,
\begin{equation}
\varepsilon_{\rm eq}(R)=-\frac{p}{3K}=-\frac{2f(1-2\nu)}{ER}.
\label{eeq}
\end{equation}
Then
\begin{equation}
w(e-e_0)=w(e)-e{:}C{:}e_0+w(e_0)=w(e)+p\operatorname{tr}e+w(e_0),
\end{equation}
and therefore
\begin{equation}
\Pi=\int w(e-e_0)\,dV-V\,w(e_0).
\label{square}
\end{equation}

If the base slides, the integral can be made zero by $\mathbf u=\varepsilon_{\rm eq}\mathbf x$, which respects $u_z=0$ at the base. The sliding island is uniformly contracted by $\varepsilon_{\rm eq}(R)$. At the moment of locking, $\varepsilon_{\rm ld}=\varepsilon_{\rm eq}(R_{\rm ld})$.

If the base is held at in-plane strain $\varepsilon$, define $\mathbf u'=\mathbf u-\varepsilon_{\rm eq}\mathbf x$. This field has base displacement $(\varepsilon-\varepsilon_{\rm eq})\mathbf x_\parallel$ and $u'_z=0$. Minimizing the integral in (\ref{square}) is then the auxiliary problem with $\Delta=\varepsilon-\varepsilon_{\rm eq}$, and
\begin{equation}
U(\varepsilon,R)=kYV\,[\varepsilon-\varepsilon_{\rm eq}(R)]^2-V\,w(e_0).
\label{U}
\end{equation}

\subsection{The force conjugate to the base strain}

Change $\varepsilon$ by $d\varepsilon$ at fixed $R$. The base moves by $\mathbf x_\parallel d\varepsilon$, and in equilibrium the energy changes by the work of the base tractions. By (\ref{def}) this work is $2V\sigma_s\,d\varepsilon$. Hence
\begin{equation}
\sigma_s=\frac{1}{2V}\frac{\partial U}{\partial\varepsilon}=kY\,[\varepsilon-\varepsilon_{\rm eq}(R)].
\label{general}
\end{equation}
With $\varepsilon=\varepsilon_{\rm eq}(R_{\rm ld})$ and (\ref{eeq}),
\begin{align}
\sigma_s&=k\,\frac{E}{1-\nu}\left[-\frac{2f(1-2\nu)}{E}\right]\left(\frac1{R_{\rm ld}}-\frac1R\right)\nonumber\\
&=-kB\left(\frac1{R_{\rm ld}}-\frac1R\right),\qquad B=\frac{2f(1-2\nu)}{1-\nu}.
\label{main}
\end{align}
For $f>0$ and $R>R_{\rm ld}$ the stress is compressive. The modulus $E$ cancels: a stiffer island contracts less before locking but resists the remaining mismatch more strongly.

\section{Second derivation: forces and reciprocity}

This route does not use a total energy that includes the surface. The surface stress enters as a load: a traction $-p\mathbf n$ on the curved face and a vertical line force at the contact line.

For the sliding island, the uniform stress $-pI$ produces the traction $-p\mathbf n$ on the curved face and no shear on the base. Its displacement $-p\,\mathbf x/(3K)$ keeps the base flat. All conditions are met, so the lock-down strain is again $-2f(1-2\nu)/(ER_{\rm ld})$.

For the locked island at a later radius, compare two equilibrium states of the same body.

State 1 is the actual island. Its base displacement is $\varepsilon_{\rm ld}\mathbf x_\parallel$, its base traction is $\mathbf t$, and its curved face carries $-p\mathbf n$.

State 2 is the auxiliary problem with $\Delta=1$, used as a linear response per unit strain. Its displacement is $\mathbf v$, with $\mathbf v=\mathbf x_\parallel$ on the base, its base traction is $\boldsymbol\tau$, and its curved face is free.

Betti's reciprocal theorem says that the loads of state 1 do the same work on the displacements of state 2 as the reverse. The vertical line force does no work because $v_z=0$ at the contact line. Therefore
\begin{equation}
\int_{\rm base}\mathbf t\cdot\mathbf x_\parallel\,dA-p\int_{\rm curved}\mathbf n\cdot\mathbf v\,dA
=\varepsilon_{\rm ld}\int_{\rm base}\boldsymbol\tau\cdot\mathbf x_\parallel\,dA .
\label{betti}
\end{equation}
The first integral is $2V\sigma_s$. The last follows from equating the elastic energy of state 2 to half the work of its loads:
\begin{equation}
kYV=\tfrac12\int_{\rm base}\boldsymbol\tau\cdot\mathbf x_\parallel\,dA
\quad\Rightarrow\quad
\int_{\rm base}\boldsymbol\tau\cdot\mathbf x_\parallel\,dA=2kYV .
\label{clap}
\end{equation}

The middle integral equals the volume change of state 2, since $v_z=0$ on the base. It can be found without knowing $\mathbf v$ in detail. For a body in equilibrium without body forces, $\int\sigma_{ij}\,dV$ equals the surface integral of $x_j$ times the $i$ component of the traction. In state 2 the curved face is free and $z=0$ on the base, so $\int\sigma_{zz}dV=0$. The in-plane components give $\int(\sigma_{xx}+\sigma_{yy})dV=2kYV$ by (\ref{clap}). Since $\operatorname{tr}\sigma=3K\operatorname{tr}e$,
\begin{equation}
\int_{\rm curved}\mathbf n\cdot\mathbf v\,dA=\int\operatorname{tr}e\,dV=\frac{2kYV}{3K}.
\label{dil}
\end{equation}
Inserting these results in (\ref{betti}) gives
\begin{equation}
2V\sigma_s=2kYV\varepsilon_{\rm ld}+p\,\frac{2kYV}{3K}
\quad\Rightarrow\quad
\sigma_s=kY\left(\varepsilon_{\rm ld}+\frac{p}{3K}\right).
\end{equation}
Because $p/(3K)=-\varepsilon_{\rm eq}(R)$, this is (\ref{general}), and (\ref{main}) follows.

The same moment balance, applied to state 1, explains the opening numbers. The base contributes $2V\sigma_s$ to $\int(\sigma_{xx}+\sigma_{yy})dV$. The curved face contributes $-p\int(xn_x+yn_y)\,dA=-2pV$, by the divergence theorem. Half the sum, divided by $V$, is
\begin{equation}
\bar\sigma_\parallel=\sigma_s-\frac{2f}{R}
=-\frac{kB}{R_{\rm ld}}-\frac{2f-kB}{R}.
\label{internal}
\end{equation}
For $0\le\nu<1/2$ one has $B\le2f$, and $k\le1$, so $2f-kB\ge0$. Growth removes surface squeeze at least as fast as it builds transmitted compression. Both stresses approach $-kB/R_{\rm ld}$, one from each side.

\section{When uniform strain is a good approximation}

Setting $k=1$ assumes that the whole island, and not just its base, keeps the locked in-plane strain. A flat cap shows when this is justified. Let its height be $h(r)=aR(1-r^2/R^2)$ with $a\ll1$, and impose a base mismatch $\Delta$.

To leading order the in-plane stress is $Y\Delta$. The sloping face has a normal proportional to $(-h',1)$ in the $(r,z)$ plane, so zero radial traction requires $\sigma_{rz}=h'Y\Delta$ there. The leading in-plane stress is uniform, so radial equilibrium gives $\partial_z\sigma_{rz}=0$ at this order, and the shear fills the column below.

Call the correction to the uniform trial field $\mathbf q$, and let $A(\cdot,\cdot)$ be the bilinear form for which $\tfrac12A(\mathbf u,\mathbf u)$ is the elastic energy. Equilibrium of the full field $\mathbf u_0+\mathbf q$ requires $A(\mathbf u_0+\mathbf q,\mathbf q)=0$, so the energy is lowered by $\tfrac12A(\mathbf q,\mathbf q)$. To leading order this is $\int\sigma_{rz}^2/(2\mu)\,dV$. Dividing by $Y\Delta^2V$ and using $Y/(2\mu)=(1+\nu)/(1-\nu)$,
\begin{align}
1-k&\simeq\frac{1+\nu}{1-\nu}\,\frac1V\int h'^2\,dV\nonumber\\
&=\frac{1+\nu}{1-\nu}\,4a^2\,
\frac{\int_0^1\rho^3(1-\rho^2)\,d\rho}{\int_0^1\rho(1-\rho^2)\,d\rho}
=\frac43\,a^2\,\frac{1+\nu}{1-\nu},
\label{flat}
\end{align}
where $\rho=r/R$ and the two integrals are $1/12$ and $1/4$. For $\nu=0.35$ and $a=0.05$ this gives $0.00692$; numerical minimization gives $0.00686$. At $a=0.5$ the numerical $k$ is already down to about $0.62$.

Equation (\ref{flat}) concerns the response to mismatch. It does not carry the hemisphere's $B$ over to flat caps, whose surface forces act differently.

\section{Reading the numbers}

The example uses round model parameters: $E=100$ GPa, $\nu=0.35$, $f=1.5$ N/m and $R_{\rm ld}=2$ nm. Since $1$ N/m divided by $1$ nm is $1$ GPa, these units are convenient. The lock-down strain and the prefactor are
\begin{align}
\varepsilon_{\rm ld}&=-\frac{2(1.5)(0.30)}{(100)(2)}=-0.0045,\\
B&=\frac{2(1.5)(0.30)}{0.65}=1.385\ {\rm N/m}.
\end{align}

The factor $k$ was found by minimizing the elastic energy over polynomial displacements. Each value is an upper bound, and the bounds fall from $0.290$ to $0.278$ as the degree rises from 6 to 12. They fall slowly toward $0.274$, because the strain is singular at the contact line and polynomials describe it poorly there. The stresses below use the degree-10 value, $0.280$. The transmitted stresses and the forces per width computed with it are therefore about 2 percent too large in magnitude, which changes the second digit of two of them: with $k=0.274$ the incremental stress $-0.065$ GPa becomes $-0.063$ GPa and the force per width $-0.66$ N/m becomes $-0.64$ N/m.

At $R=6$ nm,
\begin{equation}
\sigma_s=-0.280\times1.385\left(\frac12-\frac16\right)=-0.13\ {\rm GPa}.
\end{equation}
The surface squeeze is $2f/R=0.50$ GPa, and (\ref{internal}) gives the internal stress $-0.63$ GPa.

The law was tested against the derivative of the minimized energy, with the surface work evaluated as an area change and no Laplace pressure inserted. They agree at six radii from 2 to 20 nm. Because both sides use the same polynomial space, this tests the form of (\ref{main}), not the value of $k$. Doubling $E$ left the stress at 6 nm unchanged, as the cancellation requires. The numerical output gives the full set of values.

An experiment that follows the force per width during growth also sees its slope. With $N$ islands per area, the mean thickness is $\bar h=NV$ and the force per width is $F=\bar h\sigma_s$. At fixed $N$,
\begin{align}
\frac{dF}{d\bar h}&=\frac{d(V\sigma_s)/dR}{dV/dR}
=-kB\,\frac{3R^2/R_{\rm ld}-2R}{3R^2}\nonumber\\
&=-kB\left(\frac1{R_{\rm ld}}-\frac{2}{3R}\right).
\label{incr}
\end{align}
Just after locking $\sigma_s$ is zero, but this incremental stress is already $-kB/(3R_{\rm ld})$, one third of its large-radius limit. Here that is $-0.065$ GPa against $-0.19$ GPa. New material does more than add its own share of stress: it also raises the mismatch of everything already attached.

The large-radius limit is not reached before islands meet. For a triangular array with $N=0.005$ nm$^{-2}$ the spacing is $15.2$ nm, so contact occurs at $R=7.6$ nm. There
\begin{equation}
\sigma_s=-0.280\times1.385\left(\frac12-\frac1{7.6}\right)=-0.14\ {\rm GPa}=-140\ {\rm MPa},
\end{equation}
which is $74$ percent of the limit. With $\bar h=4.6$ nm the force per width is $-0.66$ N/m. Setting $k=1$ would give $-0.51$ GPa, more than three times as much. For a hemisphere, elastic relaxation above the base is not a small correction. These values hold for a rigid substrate. A real substrate yields and takes up part of the mismatch: in the mismatch problem, the mean in-plane stress per unit mismatch falls from $0.27\,Y$ to about $0.22\,Y$ on a substrate four times stiffer than the island, and to about $0.15\,Y$ on one with the island's own elastic constants.

\section{What each derivation assumes}

Both derivations need linear elasticity, a rigid flat substrate and the locking rule (\ref{lock}). That rule is the strongest physical assumption. If the base slips freely again and relocks at a larger radius $R_1$, the transmitted stress returns to zero and $R_1$ replaces $R_{\rm ld}$ in (\ref{main}). If it never locks, $\sigma_s$ stays zero at every size, however strongly the surface squeezes the island. If new base material attaches at a different spacing from the old, a single $\varepsilon_{\rm ld}$ no longer describes the base and (\ref{main}) does not apply.

The energy derivation assumes that the surface work is the change of an energy. It also relies on a special property of the hemisphere: the surface load is equivalent to a uniform pressure, so the strain $e_0$ that completes the square comes from a displacement compatible with the flat base. In return it gives the whole field, as a uniform contraction plus the mismatch field.

The force derivation needs only the load that the surface exerts, together with the symmetry of the elastic response that underlies Betti's theorem. It gives the average $\sigma_s$, not the local field. Its lock-down strain and uniform traction also use the hemispherical shape. It extends directly to a nonuniform surface stress, for which a uniform strain no longer completes the square, although differentiating the minimized energy with respect to the base strain gives the same result. If $f$ varies over the curved face, the surface load does work $-\int f\,\nabla_s\!\cdot\mathbf v\,dA$ on state 2, and for a given base strain $\varepsilon$ (\ref{betti}) becomes
\begin{equation}
\sigma_s=kY\varepsilon+\frac1{2V}\int_{\rm curved}f\,\nabla_s\!\cdot\mathbf v\,dA .
\end{equation}
One auxiliary field then serves for every distribution of $f$. For constant $f$, (\ref{work}) and (\ref{dil}) return the earlier result.

The sign has the same origin in both routes. A negative $f$ would expand the small island and make the later stress tensile. As $\nu\to1/2$, $B$ vanishes, because a uniform pressure cannot contract an incompressible island. In this model, compression requires a surface that contracts the crystal, a lattice that can be contracted, and attachment before that contraction has been lost through growth.

\section*{Table of computed values}
\begin{verbatim}
Young modulus E = 100.0 GPa, Poisson ratio nu = 0.35
surface stress f = 1.50 N/m, lock-down radius = 2.00 nm
Laplace pressure at lock-down = 1.5000 GPa
lock-down in-plane strain = -0.4500 percent
hemisphere k, polynomial degree  6 = 0.28978
hemisphere k, polynomial degree  8 = 0.28305
hemisphere k, polynomial degree 10 = 0.27973
hemisphere k, polynomial degree 12 = 0.27782
hemisphere k at nu = 0.25: 0.3059
hemisphere k at nu = 0.45: 0.2543
paraboloid height/radius 0.50: k = 0.62122
paraboloid height/radius 0.20: k = 0.90286
paraboloid height/radius 0.10: k = 0.97328
paraboloid height/radius 0.05: k = 0.99314
1-k at ratio 0.05: computed 0.006860, flat-limit formula 0.006923
prefactor B = 1.3846 N/m, k used below = 0.2797
R (nm): transmitted, mean internal, incremental stress (GPa)
  2.0:    0.0000   -1.5000   -0.0646
  3.0:   -0.0646   -1.0646   -0.1076
  4.0:   -0.0968   -0.8468   -0.1291
  6.0:   -0.1291   -0.6291   -0.1506
 10.0:   -0.1549   -0.4549   -0.1678
 20.0:   -0.1743   -0.3243   -0.1808
transmitted stress at R = 6 nm with doubled E = -0.1291 GPa
island density = 0.0050 per nm^2, spacing = 15.197 nm
impingement radius = 7.598 nm
mean thickness at impingement = 4.594 nm
transmitted stress at impingement = -0.1427 GPa = -142.7 MPa
uniform-strain estimate (k = 1) there = -0.5101 GPa
force per width at impingement = -0.6555 N/m
large-radius limit of transmitted stress = -0.1937 GPa
fraction of limit reached at impingement = 0.7368
\end{verbatim}
